# Weideman's Expansion for the Voigt Profile and Its Error Map: a program that tests the result

```python
# Result under test: Weideman's rational expansion of the Faddeeva function,
#   w_N(z) = 1/(sqrt(pi)(L-iz)) + 2/(L-iz)^2 * sum_{n=1..N} a_n Z^(n-1),
#   Z = (L+iz)/(L-iz),  L = 2^(-1/4) sqrt(N),
# and its error bounds when Re w is used for the Voigt profile
#   V = Re w(x+iy) / (sigma sqrt(2 pi)).
# sigma: Gaussian standard deviation; gamma: Lorentzian half width (HWHM);
# x = detuning/(sigma sqrt 2); y = gamma/(sigma sqrt 2);
# rho = Lorentz FWHM / Doppler FWHM = y/sqrt(ln 2);
# a_n: Fourier coefficients of (L^2+t^2)exp(-t^2), t = L tan(theta/2);
# T_N = sum of |a_n| over n > N; delta_N: coefficient of the wing error.
import numpy as np
from scipy.integrate import quad
from scipy.special import wofz, erfcx

ROOT_PI = np.sqrt(np.pi)


def scale(N):
    return 2 ** (-0.25) * np.sqrt(N)


def coefficients(L, samples=512):
    theta = 2 * np.pi * np.arange(samples) / samples
    t = L * np.tan(theta / 2)
    f = (L**2 + t**2) * np.exp(-t**2)
    f[samples // 2] = 0.0  # limit at infinite t
    return np.fft.fft(f).real[:samples // 2] / samples


def expansion(z, a, L, N):
    u = 1 / (L - 1j * z)
    Z = (L + 1j * z) * u
    return 2 * np.polyval(a[N:0:-1], Z) * u * u + u * (1 / ROOT_PI)


def tail_sum(a, N):
    return np.sum(np.abs(a[N + 1:]))


orders = [4, 8, 16, 24, 32]
coef = {N: coefficients(scale(N)) for N in orders}
tail = {N: tail_sum(coef[N], N) for N in orders}
delta = {}
for N in orders:
    n = np.arange(1, N + 1)
    delta[N] = scale(N) / ROOT_PI + 2 * np.sum((-1.0)**n * coef[N][1:N + 1])

# Coefficients against adaptive quadrature over the real line
L8 = scale(8)
for n in (0, 1, 4, 8):
    value = quad(lambda t: np.exp(-t*t) * np.cos(2*n*np.arctan(t/L8)),
                 -9, 9, epsabs=1e-13, epsrel=1e-12, limit=300)[0]
    assert abs(L8 / np.pi * value - coef[8][n]) < 1e-11
alias_shift = np.max(np.abs(coefficients(L8, 32)[1:9] - coef[8][1:9]))
assert alias_shift < 1e-3 * tail[8]

# Residue result for single terms, by direct integration
L0, z0 = 2.0, 0.7 + 0.5j
expected = {3: 2 * (L0 + 1j*z0)**2 / (L0 - 1j*z0)**4,
            0: 1 / (L0 * (L0 - 1j*z0)), -2: 0.0}
for n, formula in expected.items():
    def term(t):
        phase = ((L0 + 1j*t) / (L0 - 1j*t))**n
        return 1j / np.pi * phase / (L0**2 + t*t) / (z0 - t)
    real = quad(lambda t: term(t).real, -np.inf, np.inf, limit=300)[0]
    imag = quad(lambda t: term(t).imag, -np.inf, np.inf, limit=300)[0]
    assert abs(real + 1j*imag - formula) < 1e-7

# Saddle-point law for a_N, deviation measured against its envelope
saddle = {}
for N in orders[1:]:
    size = 2**0.75 * np.sqrt(N / np.pi) * (np.sqrt(2) - 1)**N
    phase = np.exp(1j * N * (1/np.sqrt(2) - np.pi/2))
    saddle[N] = size * ((2 - 1j)**(-0.5) * phase).real
    assert abs(coef[N][N] - saddle[N]) < 0.5 / N * size * 5**(-0.25)

# The chosen L gives a smaller tail than clearly smaller or larger L
factors = [0.7, 1.0, 1.4]
tail_L = [tail_sum(coefficients(q * scale(24)), 24) for q in factors]
assert tail_L[1] < tail_L[0] and tail_L[1] < tail_L[2]

# Error maps and bounds; the small allowances are double-precision rounding
ratios = np.array([1e-3, 1e-2, 0.1, 1.0, 10.0])
x = np.concatenate([np.linspace(0, 20, 2001), np.geomspace(20.1, 1e4, 500)])
abs_map = np.zeros((len(orders), len(ratios)))
rel_map = np.zeros_like(abs_map)
for j, rho in enumerate(ratios):
    y = rho * np.sqrt(np.log(2))
    z = x + 1j * y
    exact = wofz(z)
    floor = y / ROOT_PI / (x**2 + y**2 + 0.5)
    assert np.all(exact.real >= floor * (1 - 1e-12))
    for i, N in enumerate(orders):
        L = scale(N)
        error = expansion(z, coef[N], L, N) - exact
        absZ = np.abs((L + 1j*z) / (L - 1j*z))
        bound = 2 * tail[N] * absZ**N / np.abs(L - 1j*z)**2
        assert np.all(np.abs(error) <= bound + 2e-14)
        relative = np.abs(error.real) / exact.real
        limit = 2 * ROOT_PI * tail[N] / y
        assert np.max(relative) <= limit + 1e-13 + 5e-14 / y
        abs_map[i, j] = np.max(np.abs(error.real))
        rel_map[i, j] = np.max(relative)
assert np.all(np.diff(abs_map[:4], axis=1) <= 1e-14)  # falls with ratio
assert np.all(np.diff(rel_map[:4, :4], axis=1) < 0)
assert np.all(np.diff(rel_map[:4], axis=0) < 0)       # falls with N

# Far-wing limit of the relative error, and sign of the computed wing
for N in orders[:4]:
    z = 1e5 + 0.01j
    true = wofz(z).real
    relative = expansion(z, coef[N], scale(N), N).real / true - 1
    assert abs(relative * 0.01 / ROOT_PI - delta[N]) < 1e-3 * tail[N]
negative = [N for N in orders[:4] if delta[N] < -0.01 * tail[N]]
assert negative
for N in negative:
    y_limit = -ROOT_PI * delta[N]
    low = expansion(complex(1e6, 0.5*y_limit), coef[N], scale(N), N).real
    high = expansion(complex(1e6, 2*y_limit), coef[N], scale(N), N).real
    assert low < 0 < high

# Area is exact even for four terms; the point z = iL is exact as well
area = quad(lambda s: expansion(s + 0.1j, coef[4], scale(4), 4).real,
            -np.inf, np.inf, limit=400)[0]
assert abs(area - ROOT_PI) < 1e-7
node_error = abs(expansion(1j*scale(4), coef[4], scale(4), 4)
                 - erfcx(scale(4)))
assert node_error < 1e-13

# Worked line: profile from the definition as a convolution
sigma, gamma = 0.002, 0.0005
y_line = gamma / (sigma * np.sqrt(2))
norm = sigma * np.sqrt(2 * np.pi)


def convolution(nu):
    def integrand(s):
        gauss = np.exp(-s*s / (2*sigma**2)) / norm
        return gauss * gamma / np.pi / ((nu - s)**2 + gamma**2)
    return quad(integrand, -12*sigma, 12*sigma, points=[0.0, nu],
                epsabs=0, epsrel=1e-11, limit=400)[0]


print(f"sigma = {sigma} cm^-1, gamma (HWHM) = {gamma} cm^-1")
print(f"y = {y_line:.6f}, FWHM ratio rho = "
      f"{y_line/np.sqrt(np.log(2)):.6f} (dimensionless)")
print(f"N = 8: L = {L8:.6f} (dimensionless)")
for n in range(1, 9):
    print(f"  a_{n} = {coef[8][n]: .8e} (dimensionless)")
Z_centre = (L8 - y_line) / (L8 + y_line)
p_centre = np.polyval(coef[8][8:0:-1], Z_centre)
first = 1 / (ROOT_PI * (L8 + y_line))
second = 2 * p_centre / (L8 + y_line)**2
print(f"centre, N = 8: Z = {Z_centre:.8f}, polynomial = {p_centre:.8f}")
print(f"  first term = {first:.8f}, second term = {second:.8f}")
print(f"  Re w_8 = {first+second:.8f}, Re w = {erfcx(y_line):.8f}")
for nu in (0.0, 0.006):
    direct = convolution(nu)
    z = nu / (sigma * np.sqrt(2)) + 1j * y_line
    assert abs(wofz(z).real / norm / direct - 1) < 1e-9
    print(f"detuning {nu} cm^-1, x = {z.real:.6f}: "
          f"convolution V = {direct:.8f} cm")
    for N in (8, 16):
        V = expansion(z, coef[N], scale(N), N).real / norm
        assert abs(V/direct - 1) <= 2*ROOT_PI*tail[N]/y_line + 1e-9
        print(f"  N = {N}: V = {V:.8f} cm, relative error = "
              f"{V/direct-1:.2e}")

print("N, tail T_N, wing coefficient delta_N (dimensionless):")
for N in orders:
    print(f"  {N:2d}  {tail[N]:.3e}  {delta[N]: .3e}")
print("N, a_N from FFT, a_N from saddle point (dimensionless):")
for N in orders[1:]:
    print(f"  {N:2d}  {coef[N][N]: .4e}  {saddle[N]: .4e}")
print("T_24 for L times 0.7, 1, 1.4: "
      + ", ".join(f"{v:.2e}" for v in tail_L))
print(f"N = 8, 32 samples: largest aliasing shift = {alias_shift:.2e}")
print(f"N = 4: area of Re w_N / sqrt(pi) = {area/ROOT_PI:.8f}")
header = "  ".join(f"{r:8g}" for r in ratios)
print("Largest absolute error of Re w; columns rho =")
print("   N  " + header)
for i, N in enumerate(orders):
    print(f"  {N:2d}  " + "  ".join(f"{v:.2e}" for v in abs_map[i]))
print("Largest relative error of V for 0 <= x <= 10^4; same columns")
for i, N in enumerate(orders):
    print(f"  {N:2d}  " + "  ".join(f"{v:.2e}" for v in rel_map[i]))

# Smallest N whose bound guarantees the target for the worked line
target = 1e-6
for N_need in range(1, 33):
    a_need = coefficients(scale(N_need))
    guarantee = 2 * ROOT_PI * tail_sum(a_need, N_need) / y_line
    if guarantee <= target:
        break
assert guarantee <= target
z = x + 1j * y_line
approx = expansion(z, a_need, scale(N_need), N_need).real
actual = np.max(np.abs(approx / wofz(z).real - 1))
assert actual <= target
print(f"target relative error {target:.0e}: N = {N_need}, "
      f"bound = {guarantee:.2e}, actual = {actual:.2e}")
print("no test failed")
```

Running it gives:

```
sigma = 0.002 cm^-1, gamma (HWHM) = 0.0005 cm^-1
y = 0.176777, FWHM ratio rho = 0.212330 (dimensionless)
N = 8: L = 2.378414 (dimensionless)
  a_1 =  1.14973635e+00 (dimensionless)
  a_2 =  7.06286816e-01 (dimensionless)
  a_3 =  2.80930763e-01 (dimensionless)
  a_4 =  4.45940930e-02 (dimensionless)
  a_5 = -1.77536810e-02 (dimensionless)
  a_6 = -8.82512861e-03 (dimensionless)
  a_7 =  1.51425650e-03 (dimensionless)
  a_8 =  1.42297449e-03 (dimensionless)
centre, N = 8: Z = 0.86163328, polynomial = 1.98253397
  first term = 0.22080134, second term = 0.60730089
  Re w_8 = 0.82810224, Re w = 0.82806421
detuning 0.0 cm^-1, x = 0.000000: convolution V = 165.17491131 cm
  N = 8: V = 165.18249714 cm, relative error = 4.59e-05
  N = 16: V = 165.17491552 cm, relative error = 2.55e-08
detuning 0.006 cm^-1, x = 2.121320: convolution V = 8.78182676 cm
  N = 8: V = 8.78632940 cm, relative error = 5.13e-04
  N = 16: V = 8.78183228 cm, relative error = 6.28e-07
N, tail T_N, wing coefficient delta_N (dimensionless):
   4  1.299e-02  -8.268e-03
   8  6.577e-04  -2.133e-05
  16  1.015e-06  -8.757e-07
  24  1.081e-09  -1.484e-09
  32  1.068e-12  -1.482e-12
N, a_N from FFT, a_N from saddle point (dimensionless):
   8   1.4230e-03   1.4358e-03
  16   9.9393e-07   9.9613e-07
  24  -1.5137e-10  -1.5433e-10
  32  -1.3034e-12  -1.3081e-12
T_24 for L times 0.7, 1, 1.4: 3.00e-09, 1.08e-09, 1.02e-08
N = 8, 32 samples: largest aliasing shift = 1.03e-08
N = 4: area of Re w_N / sqrt(pi) = 1.00000000
Largest absolute error of Re w; columns rho =
   N     0.001      0.01       0.1         1        10
   4  4.84e-03  4.62e-03  2.88e-03  2.86e-04  1.64e-05
   8  1.47e-04  1.38e-04  7.80e-05  5.10e-06  1.42e-07
  16  1.24e-07  1.15e-07  5.73e-08  4.42e-09  3.24e-10
  24  7.87e-11  7.24e-11  3.71e-11  3.51e-12  3.04e-13
  32  3.91e-14  3.65e-14  1.99e-14  2.17e-15  2.09e-16
Largest relative error of V for 0 <= x <= 10^4; same columns
   4  1.95e+01  1.94e+00  1.87e-01  1.76e-02  1.76e-03
   8  9.19e-01  9.34e-02  7.80e-03  3.41e-04  1.00e-05
  16  2.10e-03  2.06e-04  1.87e-05  1.86e-06  1.86e-07
  24  3.16e-06  3.16e-07  3.16e-08  3.16e-09  3.16e-10
  32  3.15e-09  3.15e-10  3.15e-11  3.15e-12  3.15e-13
target relative error 1e-06: N = 20, bound = 6.61e-07, actual = 3.94e-07
no test failed
```
